\section*{Schottky heat-capacity peak of hydrogen tunnelling beside oxygen in niobium}

\section*{Problem}

An interstitial oxygen atom in niobium can trap a hydrogen atom. Suppose that the trapped hydrogen has two available sites, $L$ and $R$, and tunnels between them. In the basis $(|L\rangle,|R\rangle)$ its Hamiltonian is
\begin{equation}
H=\frac12\begin{pmatrix}\epsilon&-\Delta\\-\Delta&-\epsilon\end{pmatrix},
\label{eq:H}
\end{equation}
where $\epsilon$ is the energy difference between the sites and $\Delta>0$ describes tunnelling. The symmetric case is $\epsilon=0$, with $\Delta=0.23$ meV. The metal is superconducting, the traps are independent, and the hydrogen reaches thermal equilibrium during the measurement.

\begin{enumerate}
\item Find the energy levels. For $\epsilon=0$, find how long a hydrogen placed at $L$ takes to reach $R$.
\item Derive the heat capacity per hydrogen and its limits at low and high temperature.
\item Show that it has a single maximum, and find the temperature and height of that maximum.
\item Decide whether two levels suffice, using a double well fitted to $\Delta$.
\item Find how a small random asymmetry of zero mean and rms width $\sigma$ moves the peak.
\item For 0.002 trapped hydrogens per niobium atom, compare the peak with the heat capacity of the metal.
\end{enumerate}

\section*{Solution}

\subsection*{1. Levels and motion}

Squaring the matrix in \eqref{eq:H} gives diagonal elements $(\epsilon^2+\Delta^2)/4$. The off-diagonal elements are $(-\epsilon\Delta+\epsilon\Delta)/4=0$. Hence $H^2=E^2/4$ times the unit matrix, with
\begin{equation}
E=\sqrt{\Delta^2+\epsilon^2}.
\label{eq:E}
\end{equation}
Each eigenvalue is therefore $+E/2$ or $-E/2$. The trace of $H$ is zero, so both signs occur once, and the level separation is $E$.

For $\epsilon=0$ the separation is $\Delta$ itself, and the eigenstates are $|\pm\rangle=(|L\rangle\pm|R\rangle)/\sqrt2$ with energies $\mp\Delta/2$. The even state is the lower one because the off-diagonal element is negative. This fixes the convention: 0.23 meV is the full splitting, and the tunnelling matrix element has half that size.

A hydrogen starting in $|L\rangle=(|+\rangle+|-\rangle)/\sqrt2$ has, at time $t$, the amplitude
\begin{equation}
\langle R|\psi(t)\rangle=\frac12\left(e^{i\Delta t/2\hbar}-e^{-i\Delta t/2\hbar}\right)
=i\sin\frac{\Delta t}{2\hbar}
\end{equation}
at $R$. The probability $\sin^2(\Delta t/2\hbar)$ first reaches one when $\Delta t/2\hbar=\pi/2$, that is, at
\begin{equation}
t=\frac{\pi\hbar}{\Delta}=\frac{h}{2\Delta}=8.99\ \text{ps}.
\end{equation}
This is the time of coherent transfer. Thermal equilibrium needs in addition an exchange of energy with the surroundings, whose rate this Hamiltonian does not contain.

\subsection*{2. Heat capacity}

Let $\beta=1/k_BT$ and $x=\beta E$. The partition function is
\begin{equation}
Z=e^{\beta E/2}+e^{-\beta E/2}=2\cosh\frac{\beta E}{2},
\end{equation}
and the mean energy is
\begin{equation}
U=-\frac{\partial\ln Z}{\partial\beta}=-\frac E2\tanh\frac{\beta E}{2}.
\end{equation}
Since $d\beta/dT=-k_B\beta^2$,
\begin{align}
C=\frac{dU}{dT}
&=\left(-\frac{E^2}{4}\operatorname{sech}^2\frac{\beta E}{2}\right)(-k_B\beta^2)\nonumber\\
&=k_B\left(\frac x2\right)^2\operatorname{sech}^2\frac x2 .
\label{eq:C}
\end{align}

At low temperature $x\gg1$ and $\cosh(x/2)\simeq e^{x/2}/2$, so $C\simeq k_Bx^2e^{-x}$: almost no hydrogen has the energy to reach the upper level. At high temperature $x\ll1$ and $C\simeq k_Bx^2/4$, which falls as $1/T^2$: the populations are nearly equal, and further heating changes them little. The peak lies between these regimes.

If both levels have the same degeneracy $g$, then $Z$ is multiplied by $g$. The added constant $\ln g$ in $\ln Z$ disappears on differentiation. Proton spin, or several equivalent and uncoupled pairs of sites around the oxygen, therefore leaves \eqref{eq:C} unchanged.

\subsection*{3. The maximum}

From \eqref{eq:C}, $\ln C=2\ln x-2\ln\cosh(x/2)+\text{constant}$, and so
\begin{equation}
\frac{d\ln C}{dx}=\frac2x-\tanh\frac x2 .
\label{eq:slope}
\end{equation}
It vanishes when
\begin{equation}
x_p\tanh\frac{x_p}{2}=2 .
\label{eq:root}
\end{equation}
The function $x\tanh(x/2)$ has derivative $\tanh(x/2)+(x/2)\operatorname{sech}^2(x/2)$, which is positive for $x>0$. It grows from zero without bound and so equals 2 once. Below the root \eqref{eq:slope} is positive, and above it negative, so the root is a maximum. Because $x$ falls steadily as $T$ rises, there is also one maximum in temperature.

The numerical root is $x_p=2.39936$. In the symmetric case $E=\Delta$, and
\begin{equation}
T_p=\frac{\Delta}{x_pk_B}=\frac{2.669\ \text{K}}{2.399}=1.112\ \text{K}.
\label{eq:Tp}
\end{equation}
Moving $\Delta$ from 0.225 to 0.235 meV moves the peak from 1.088 to 1.137 K, so an input known to two figures supports the statement that the peak is near 1.1 K. Had 0.23 meV been the matrix element, the splitting would have been 0.46 meV and the peak would have stood at 2.22 K.

For the height, \eqref{eq:root} gives $\tanh(x_p/2)=2/x_p$, hence $\operatorname{sech}^2(x_p/2)=1-4/x_p^2$ and
\begin{equation}
\frac{C_p}{k_B}=\frac{x_p^2}{4}\left(1-\frac{4}{x_p^2}\right)=\frac{x_p^2}{4}-1=0.439 .
\label{eq:height}
\end{equation}
This is 3.65 J/(mol K) per mole of trapped hydrogen. It does not depend on $\Delta$: the splitting sets the position of the peak, and the number of hydrogens sets its size. At the peak the upper level holds the fraction $1/(1+e^{x_p})=0.083$ of the hydrogens.

The area under $C/T$ gives a second measure of that number. With $dT/T=-dx/x$ and $y=x/2$,
\begin{align}
\int_0^\infty\frac CT\,dT
&=k_B\int_0^\infty\frac x4\operatorname{sech}^2\frac x2\,dx
=k_B\int_0^\infty y\operatorname{sech}^2y\,dy\nonumber\\
&=k_B\bigl[y\tanh y-\ln\cosh y\bigr]_0^\infty=k_B\ln2 .
\end{align}
The bracket is zero at $y=0$. At large $y$, $y\tanh y\to y$ and $\ln\cosh y\to y-\ln2$, which leaves $\ln2$. This is the entropy gained in passing from one occupied state to two equally occupied ones.

\subsection*{4. Are two levels enough?}

Take a one-dimensional model potential
\begin{equation}
V(u)=V_b(u^2-1)^2,
\end{equation}
where $u$ is the position in units of half the site distance. In a body-centred cubic lattice of parameter $a$, neighbouring tetrahedral sites differ by $a/4$ along each of two cubic axes. Their distance is $\sqrt{2}\,a/4=a/(2\sqrt2)$, or 0.117 nm for the rough value $a=0.330$ nm. With the proton mass, a splitting of 0.23 meV requires $V_b=245$ meV. The barrier is fitted, so the well does not predict $\Delta$; it shows what else accompanies such a splitting.

The next level lies 125 meV above the ground state, whereas $k_BT_p=\Delta/x_p=0.096$ meV. The ratio is about 1300, so the thermal weight of that level is of order $e^{-1300}$. A heat capacity computed from all levels of the discretized well peaks at 1.1124 K, as the two-level formula does. A packet prepared as the ground state of the right half of the well alone is found in the left half with a probability of about 0.999 after the transfer time of part 1. The figure depends on the packet: a harmonic Gaussian centred on the right minimum gives about 0.97. A finer and wider grid changes the splitting by less than $10^{-9}$ meV, which is negligible here; this measures numerical convergence and says nothing about the accuracy of the model potential. The well also describes only motion along the line joining the two sites. That no third site near the oxygen lies low enough to be occupied is an assumption of the problem, not a result of this model.

With the potential held fixed and the proton replaced by a deuteron, the splitting falls to 0.0061 meV and the peak to 0.03 K. The strong dependence on mass is that of tunnelling. The value itself belongs to this well: another well shape, with its barrier refitted to the same proton splitting, can change it by a factor of about two, so it is not a prediction for deuterium in niobium. The splitting reported for deuterium trapped in niobium is near 0.02 meV, some three times the value found here, so a rigid one-dimensional well of this kind overstates the isotope effect. In a real crystal so small a splitting would easily be exceeded by site asymmetry, and by \eqref{eq:E} the asymmetry would then control the level separation.

\subsection*{5. Unequal sites}

Strain from other defects can make the two sites unequal. For $|\epsilon|\ll\Delta$, \eqref{eq:E} gives $E=\Delta(1+\eta)$ with $\eta\simeq\epsilon^2/2\Delta^2$. For a normal distribution of $\epsilon$ with variance $\sigma^2$,
\begin{equation}
\langle\eta\rangle\simeq\frac{\sigma^2}{2\Delta^2},
\end{equation}
while $\langle\eta^2\rangle$ is of order $\sigma^4/\Delta^4$. Expanding $C$ in $\eta$ and averaging, one finds to order $\sigma^2$ the original curve with $\Delta$ replaced by $\Delta(1+\langle\eta\rangle)$. Its peak is displaced by
\begin{equation}
\frac{\delta T_p}{T_p}\simeq\frac{\sigma^2}{2\Delta^2}.
\label{eq:strain}
\end{equation}
The shift is upward because asymmetry of either sign increases the separation. For $\sigma=0.005$ meV, direct averaging gives a relative shift of $2.362\times10^{-4}$, against $2.363\times10^{-4}$ from \eqref{eq:strain}. The quadratic law needs a distribution without long tails. Dilute, randomly placed strain centres tend to give a Lorentzian distribution, which has no finite rms width. The shift is then linear in the width: about 1 per cent for a half-width of 0.005 meV and 2 per cent for 0.010 meV.

For wider distributions the average must be taken numerically:
\begin{center}
\begin{tabular}{ccc}
$\sigma$ (meV) & peak (K) & height ($k_B$)\\
0.05 & 1.138 & 0.439\\
0.10 & 1.204 & 0.434\\
0.20 & 1.391 & 0.410
\end{tabular}
\end{center}
At $\sigma=0.20$ meV, \eqref{eq:strain} would predict a shift of 38 per cent, but the computed shift is 25 per cent: the width is no longer small beside $\Delta$. The height falls because the individual curves all have the height \eqref{eq:height} but reach it at different temperatures, so their average cannot reach it at any one temperature.

\subsection*{6. The peak in niobium}

Per mole of niobium, the hydrogen contributes $0.002\times3.652$ J/(mol K) $=7.30$ mJ/(mol K) at its peak.

The Debye model gives the lattice term, with $R$ the gas constant and $\Theta$ the Debye temperature:
\begin{equation}
C_{\rm lat}=9R\left(\frac T\Theta\right)^3\int_0^{\Theta/T}\frac{y^4e^y}{(e^y-1)^2}\,dy .
\end{equation}
For the rough value $\Theta=275$ K the upper limit is about 250 and may be taken as infinite. Integration by parts turns the integral into $4\int_0^\infty y^3/(e^y-1)\,dy=4\pi^4/15$. Therefore
\begin{equation}
C_{\rm lat}=\frac{12\pi^4}{5}R\left(\frac T\Theta\right)^3=0.129\ \text{mJ/(mol K)}
\end{equation}
at $T_p$.

In the normal state the electrons would contribute $\gamma T_p=7.8\times1.112=8.7$ mJ/(mol K), with the rough coefficient $\gamma=7.8$ mJ/(mol K$^2$). That is more than the hydrogen peak. In the superconductor an excitation costs at least the gap. With the weak-coupling gap $1.764\,k_BT_c$ and a rough $T_c=9.2$ K, the gap is $14.6\,k_BT_p$, and the gap is practically constant at such low temperature. Let $y$ be the normal-state electron energy measured from the Fermi level, in units of $k_BT_p$, and let $w=\sqrt{y^2+14.6^2}$ be the excitation energy in the same units. Summing over the thermal excitations multiplies the normal-state term by
\begin{equation}
\frac{6}{\pi^2}\int_0^\infty\frac{w^2}{4}\operatorname{sech}^2\frac w2\,dy ,
\end{equation}
which equals one when the gap is zero. Here it leaves 0.003 mJ/(mol K). The value is exponentially sensitive to the gap: a gap of $1.9\,k_BT_c$, nearer that of niobium, would give 0.001 mJ/(mol K). Superconductivity thus removes the largest background.

The remaining background rises with temperature, so the total is still rising at $T_p$ and its local maximum, the visible hydrogen peak, lies slightly higher. (With these rough inputs the background alone exceeds the height of this peak above about 2.8 K, where the superconducting electrons are its larger part.) To estimate the shift, differentiate \eqref{eq:slope} at the root:
\begin{equation}
\frac{d^2\ln C}{dx^2}=-\frac{2}{x_p^2}-\frac12\left(1-\frac4{x_p^2}\right)=-\frac12 .
\end{equation}
Since $d\ln x=-d\ln T$ and the first derivative vanishes there, the second derivative with respect to $\ln T$ is $-x_p^2/2=-2.88$. The lattice term has slope $3C_{\rm lat}$ in $\ln T$. Balancing the two slopes gives
\begin{equation}
\frac{\delta T}{T_p}\simeq\frac{3\times0.129}{2.88\times7.30}=0.018,
\end{equation}
or 0.020 K. A numerical search on the full sum, which includes the electrons and the higher orders, puts this local maximum at 1.137 K, a shift of 0.025 K.

A splitting near 0.2 meV is the right size for hydrogen trapped by oxygen in niobium, and the assumed concentration suits a dilute sample. The assumption of equal sites may fail there: an rms asymmetry of 0.10 meV, taken here as an illustration, already moves the peak to 1.20 K. If superconductivity is suppressed by a magnetic field, the conduction electrons also damp the tunnelling and alter $\Delta$, which this calculation leaves out. If relaxation is slow, the measured peak is smaller than the equilibrium one.

For equal sites, the height of such a peak gives the number of trapped hydrogens. A spread of asymmetries lowers the height, but the area under the hydrogen part of $C/T$ remains $k_B\ln2$ per hydrogen, whatever the level separation. That area extends over all temperatures, however. In the sample of part 6, 15 per cent of it lies above 2.8 K for equal sites and 23 per cent for $\sigma=0.20$ meV, in the range where the background is the larger term, while that spread lowers the height by only 7 per cent. The area is a usable count only if the background is subtracted accurately or the tail is supplied by a fit. Neither quantity measures embrittlement, which also depends on mobile hydrogen, hydride formation and the stress at a crack. The computed values are collected in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
Splitting Delta: 0.230 meV
Delta/k_B: 2.6690 K
Root x_peak: 2.39936 (no unit)
Peak temperature: 1.1124 K
Peak height per H: 0.43923 k_B
Peak height per mole of H: 3.6520 J/(mol K)
Upper-level population at peak: 0.0832 (no unit)
Peak if 0.23 meV is the matrix element: 2.2248 K
Peak for Delta = 0.225 meV: 1.0882 K
Peak for Delta = 0.235 meV: 1.1366 K
Area under C/T per H: 0.693147 k_B
Site-to-site transfer time: 8.991 ps
Lattice parameter (rough): 0.330 nm
Site distance: 0.1167 nm
Fitted model barrier: 245.37 meV
Next vibrational level above ground: 124.86 meV
Splitting shift on finer, wider grid: 2.5e-13 meV
Peak from all model-well levels: 1.1124 K
Probability across after transfer: 0.9992 (no unit)
Deuteron splitting in same well: 0.00611 meV
Deuteron peak in same well: 0.0295 K
Test asymmetry width: 0.005 meV
Relative peak shift, averaged: 2.3621e-04 (no unit)
Relative peak shift, formula: 2.3629e-04 (no unit)
Asymmetry rms 0.05 meV: peak 1.1377 K, height 0.4387 k_B
Asymmetry rms 0.10 meV: peak 1.2036 K, height 0.4338 k_B
Asymmetry rms 0.20 meV: peak 1.3913 K, height 0.4097 k_B
Trapped H per Nb: 0.0020 (no unit)
Debye temperature (rough): 275 K
Electronic coefficient (rough): 7.8 mJ/(mol K^2)
Superconducting transition (rough): 9.2 K
Schottky term at its peak: 7.3039 mJ/(mol K)
Lattice term there: 0.1287 mJ/(mol K)
Superconducting electron term there: 0.00273 mJ/(mol K)
Normal-state electron term there: 8.6767 mJ/(mol K)
Maximum of total heat capacity: 1.1373 K
Total heat capacity at that maximum: 7.4399 mJ/(mol K)
\end{verbatim}
